\section*{Why a mid-barrier trap dominates elastic two-step tunnelling at small bias}

\section*{The question}

Two identical metal electrodes are separated by an insulating film of thickness $d$. The film is a rectangular barrier of height $\varphi$ above the Fermi level. It contains traps at different depths $x$, measured from the left electrode, with levels close to the Fermi level. An electron can cross in two steps, from the left electrode to a trap and from the trap to the right electrode, with no energy exchanged with the lattice. At small bias, $eV\ll k_BT$, why does a trap in the middle of the barrier carry more current than an otherwise identical trap elsewhere, and what have equal capture and emission rates to do with it?

\section*{Mechanism: two waiting times}

Suppose first that electrons enter from the left and leave to the right. The empty trap waits on average $1/\gamma_L$ for an electron, and the filled trap waits $1/\gamma_R$ to lose it. One electron is transferred per cycle, so the throughput $R$ obeys
\begin{equation}
\frac1R=\frac1{\gamma_L}+\frac1{\gamma_R},\qquad
R=\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}.
\label{series}
\end{equation}
The slower step is the bottleneck. A trap near the left electrode fills quickly but empties slowly; near the right electrode the roles are reversed.

Equal rates are not the best choice in general. Since
\begin{equation}
\frac{\partial R}{\partial\gamma_L}=\frac{\gamma_R^2}{(\gamma_L+\gamma_R)^2}>0,
\end{equation}
and likewise for $\gamma_R$, raising either rate alone increases the throughput. Doubling one of two equal rates multiplies $R$ by $4/3$. Equality becomes optimal through a constraint: moving the trap speeds up one step at the expense of the other. The form of this constraint follows from the tunnelling rates.

\section*{The rate of one step}

Let the electron mass be $m_b$ in the barrier and $m_e$ in the electrodes, and let $k$ be the electrode wave number at the Fermi level. Define
\begin{equation}
\kappa=\frac{\sqrt{2m_b\varphi}}{\hbar},\qquad
v_\kappa=\frac{\hbar\kappa}{m_b},\qquad v_k=\frac{\hbar k}{m_e}.
\end{equation}
Take a one-dimensional trap of zero range. Its normalized state is $\sqrt\kappa\,e^{-\kappa|z-x|}$. Near the left interface, at $z=0$, the decaying wave is partly reflected and partly transmitted:
\begin{equation}
\psi=\sqrt\kappa\,e^{-\kappa x}
\begin{cases}
e^{\kappa z}+r e^{-\kappa z}, & 0<z<x,\\
t e^{-ikz}, & z<0.
\end{cases}
\end{equation}
Continuity of $\psi$ and of $\psi'/m$, which conserves current, gives
\begin{equation}
1+r=t,\qquad v_\kappa(1-r)=-iv_k t.
\end{equation}
Inserting $r=t-1$ yields $v_\kappa(2-t)=-iv_kt$, hence
\begin{equation}
t=\frac{2v_\kappa}{v_\kappa-iv_k},\qquad
|t|^2=\frac{4v_\kappa^2}{v_\kappa^2+v_k^2}.
\end{equation}
The escape rate is the outgoing flux, $v_k\kappa e^{-2\kappa x}|t|^2$. The right electrode differs in its distance $d-x$ alone. Therefore
\begin{equation}
\gamma_L=\nu e^{-2\kappa x},\quad
\gamma_R=\nu e^{-2\kappa(d-x)},\quad
\nu=\frac{4\kappa v_kv_\kappa^2}{v_\kappa^2+v_k^2}.
\label{rates}
\end{equation}
The action of the reflected wave back on the trap has been neglected. This requires $e^{-2\kappa x}\ll1$ and $e^{-2\kappa(d-x)}\ll1$, so the trap must lie several decay lengths from both interfaces.

\section*{Thermal electrodes and small bias}

At small bias electrons move both ways across each interface. Let $f_L,f_R$ be the electrode occupations at the trap energy, and let $p$ be the trap occupation. For one trap state without spin, capture from electrode $j$ has rate $\gamma_jf_j$ and emission into it has rate $\gamma_j(1-f_j)$. Thus
\begin{align}
\dot p&=(1-p)\sum_j\gamma_jf_j-p\sum_j\gamma_j(1-f_j)\nonumber\\
&=\gamma_Lf_L+\gamma_Rf_R-(\gamma_L+\gamma_R)p.
\end{align}
In the steady state $p=(\gamma_Lf_L+\gamma_Rf_R)/(\gamma_L+\gamma_R)$. The net particle current from the left is
\begin{align}
J&=\gamma_L\left[f_L(1-p)-(1-f_L)p\right]=\gamma_L(f_L-p)\nonumber\\
&=\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}(f_L-f_R)=R\,(f_L-f_R).
\label{current}
\end{align}
The series throughput survives as a factor.

The second factor could also depend on position, because the field shifts the trap level to $\varepsilon_0-eVx/d$. With chemical potentials $0$ and $-eV$, and $f(\varepsilon)=1/(e^{\varepsilon/k_BT}+1)$,
\begin{align}
f_L-f_R&=f(\varepsilon_0-eVx/d)-f(\varepsilon_0-eVx/d+eV)\nonumber\\
&=-eVf'(\varepsilon_0)+O(V^2).
\end{align}
The position enters at second order. Changes of $\gamma_L$ and $\gamma_R$ with the field also contribute at second order to $J$, since they multiply a factor already proportional to $V$. At small bias the comparison between depths, at fixed $\varepsilon_0$, is therefore decided by $R(x)$ at zero field.

\section*{Why the middle wins}

The product of the rates in \eqref{rates} does not contain $x$:
\begin{equation}
\gamma_L\gamma_R=\nu^2e^{-2\kappa d}.
\end{equation}
The trap divides a fixed total exponent $2\kappa d$ between two steps. From $(\sqrt{\gamma_L}-\sqrt{\gamma_R})^2\ge0$,
\begin{equation}
\gamma_L+\gamma_R\ge2\sqrt{\gamma_L\gamma_R}=2\nu e^{-\kappa d},
\end{equation}
with equality if and only if $\gamma_L=\gamma_R$. The numerator of $R$ is fixed and its denominator is smallest at equal rates, so equal rates maximize $R$. Equality means $x=d-x$, or $x=d/2$.

For the full profile put $u=x-d/2$. Then $\gamma_L=\nu e^{-\kappa d}e^{-2\kappa u}$ and $\gamma_R=\nu e^{-\kappa d}e^{2\kappa u}$, so
\begin{equation}
R(x)=\frac{\nu^2e^{-2\kappa d}}{\nu e^{-\kappa d}(e^{-2\kappa u}+e^{2\kappa u})}
=\frac{\nu e^{-\kappa d}}{2\cosh(2\kappa u)}.
\label{sech}
\end{equation}
Well off centre $R\simeq\nu e^{-\kappa d}e^{-2\kappa|u|}$, which is the slower rate. The faster step gains the same exponential factor that the slower one loses, but speeding up a step that is already fast hardly shortens the cycle.

Half the maximum is reached at $\cosh(2\kappa u)=2$, so the full width at half maximum is $\operatorname{arccosh}(2)/\kappa$. If resonant traps are spread uniformly in depth, their summed throughput is governed by
\begin{equation}
\int_0^dR\,dx=\nu e^{-\kappa d}\int_{-d/2}^{d/2}\frac{du}{2\cosh(2\kappa u)}
=\nu e^{-\kappa d}\,\frac{\operatorname{gd}(\kappa d)}{2\kappa},
\end{equation}
where $\operatorname{gd}(y)=2\arctan[\tanh(y/2)]$ is odd and has derivative $1/\cosh y$. For a thick barrier the last fraction tends to $\pi/(4\kappa)$: a central layer of fixed thickness carries most of the current through single traps, however thick the film.

\section*{Does coherence change the answer?}

The rate equation treats the steps as separate events. A coherent electron instead has a transmission resonance. For a narrow level at $\varepsilon$, with $\Gamma=\hbar(\gamma_L+\gamma_R)$,
\begin{equation}
T(E)=\frac{\hbar^2\gamma_L\gamma_R}{(E-\varepsilon)^2+\Gamma^2/4}.
\end{equation}
The Lorentzian integral $\int dE/[(E-\varepsilon)^2+\Gamma^2/4]=2\pi/\Gamma$ gives
\begin{equation}
\frac1{2\pi\hbar}\int T(E)\,dE=\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}=R.
\end{equation}
If $\Gamma\ll k_BT$, the occupations are constant across the resonance, and the coherent current agrees with \eqref{current}.

Without the trap, the transmitted amplitude through a thick barrier carries $e^{-\kappa d}$ and the probability carries $e^{-2\kappa d}$. The mid-barrier trap has half this exponent.

\section*{Numbers for a hafnia film}

Take $d=6$ nm, $\varphi=2$ eV, $m_b=0.2\,m_0$, and electrodes with $m_e=m_0$ and a band filled to 5 eV. These are rough values for a thin hafnia capacitor. Then $\kappa=3.240\ \mathrm{nm^{-1}}$, $\kappa d=19.44$, $v_k=1.326\times10^6$ m/s and $v_\kappa=1.876\times10^6$ m/s. Equation \eqref{rates} gives $\nu=1.146\times10^{16}\ \mathrm{s^{-1}}$, and the centre has
\begin{equation}
R(d/2)=\tfrac12(1.146\times10^{16}\ \mathrm{s^{-1}})e^{-19.441}
=2.07\times10^7\ \mathrm{s^{-1}}.
\end{equation}

At $x=1.8$ nm the capture rate is $9.8\times10^{10}\ \mathrm{s^{-1}}$, but the emission rate is $1.73\times10^4\ \mathrm{s^{-1}}$. The throughput equals the latter to the digits shown, about 1200 times below the centre. The peak is 0.41 nm wide, and for uniform traps the central 1 nm supplies 95\% of the summed throughput.

A numerical solution of the scattering problem with a delta-function trap gives $2.064\times10^7\ \mathrm{s^{-1}}$ at the centre, against $2.065\times10^7$ from \eqref{sech}. The integration stopped at 1000 half-widths on either side, which omits a fraction $2/(1000\pi)\simeq0.06\%$ of a Lorentzian and accounts for the difference.

At 300 K and 10 mV, a level that is at the Fermi level at zero bias has $f_L-f_R=\tanh(eV/4k_BT)=0.0964$ at mid-barrier. The current is
\begin{equation}
I=e\,(2.065\times10^7\ \mathrm{s^{-1}})(0.0964)=0.32\ \mathrm{pA}.
\end{equation}
Direct tunnelling in one one-dimensional channel has transmission $T_0=4.6\times10^{-17}$ at the Fermi level and, without thermal averaging, rate $eVT_0/(2\pi\hbar)=1.1\times10^{-4}\ \mathrm{s^{-1}}$. The trap rate is about $2\times10^{10}$ times larger. This compares one trap with one channel; a ratio of current densities would also need the numbers of traps and channels per area.

\section*{When does the centre remain best?}

\subsection*{Other distance laws}

The fixed product is sufficient but not necessary. Let both electrodes have the same rate law $\gamma(s)$ at distance $s$, and put $h=1/\gamma$. If $h$ is strictly convex,
\begin{equation}
\frac1{R(x)}=h(x)+h(d-x)\ge2h(d/2),
\end{equation}
with equality at $x=d/2$ alone. A zero-range trap in three dimensions also emits waves with lateral wave number $q$, which decay with $p=\sqrt{\kappa^2+q^2}$. Its state $\sqrt{\kappa/2\pi}\,e^{-\kappa r}/r$ has lateral Fourier component $\sqrt{\kappa/2\pi}\,2\pi e^{-ps}/p$. Integrating the flux over $q$, with $q\,dq=p\,dp$ and the slowly varying interface factor taken at $q=0$, gives
\begin{equation}
\gamma_{3D}(s)\simeq\nu\int_\kappa^\infty\frac{e^{-2ps}}p\,dp
\simeq\nu\frac{e^{-2\kappa s}}{2\kappa s}
\end{equation}
for $2\kappa s\gg1$. Its inverse is proportional to $se^{2\kappa s}$, whose second derivative is positive. The centre stays best, while the full lateral integral lowers the current to 0.050 of the one-dimensional value.

\subsection*{Spin}

If either spin can enter but double occupation is forbidden, the total capture rate is $2\sum_j\gamma_jf_j$ and the emission rate is $\sum_j\gamma_j(1-f_j)$. The same balance gives
\begin{equation}
J=\frac{2\gamma_L\gamma_R(f_L-f_R)}{\gamma_L(1+f_L)+\gamma_R(1+f_R)}.
\end{equation}
At small bias $f_L\simeq f_R=f$ in the denominator, so $J=2R(f_L-f_R)/(1+f)$ and the optimum stays central. For one-way transport, $f_L=1$ and $f_R=0$, the optimum is $2\gamma_L=\gamma_R$: the total capture rate equals the emission rate. Taking logarithms gives $x=d/2+\ln2/(4\kappa)$, a shift of 0.05 nm.

\subsection*{A tilted barrier}

Let the barrier fall linearly from $\varphi$ at the left to $\varphi-\Delta U$ at the right. To first order $\kappa(z)=\kappa[1-\Delta Uz/(2\varphi d)]$. At fixed electron energy the total exponent is still independent of trap position, so with a constant prefactor the best trap has equal exponents on both sides:
\begin{equation}
2\left(x-\frac{\Delta Ux^2}{4\varphi d}\right)=d-\frac{\Delta Ud}{4\varphi}.
\end{equation}
Setting $x=d/2+\delta$ and keeping first order,
\begin{equation}
2\delta=\frac{\Delta Ud}{8\varphi}-\frac{\Delta Ud}{4\varphi},\qquad
\delta=-\frac{d\,\Delta U}{16\varphi}.
\end{equation}
The optimum moves towards the higher side. At 10 mV the shift is 0.002 nm. At 1.5 V, or 2.5 MV/cm, the full square-root exponent gives 0.45 nm for an electron at the left Fermi level, comparable with the peak width, which grows to 0.49 nm in this tilted barrier. For an electron at the right Fermi level, 1.5 eV lower, the shift is about 0.2 nm. This compares traps that are each resonant at the chosen energy, so their depths below the conduction band differ.

\section*{How far does this describe a real capacitor?}

Thin hafnia films can be ferroelectric, with a polarization that is switched at fields of a few MV/cm, so the small-bias result does not locate the best trap during switching. Even at zero bias, incomplete screening of the polarization tilts the barrier. With rough values of 15 $\mu$C/cm$^2$, static permittivity 30 and 0.01 nm for screening length divided by electrode permittivity, the drop is 0.31 V and the shift 0.06 nm, again for traps that are each resonant at the same energy.

The assumption of elastic steps is severely broken. Oxide traps can relax by an energy of order 1 eV when they change charge. With 1 eV and classical phonons, the 10 mV current falls to $1.8\times10^{-5}$ of its elastic value, yet the calculated optimum remains at 3.00 nm. The classical limit needs $\hbar\omega\ll k_BT$, which oxide optical phonons do not satisfy at 300 K; a single quantized mode of 50 to 70 meV raises this factor two- to fourfold and leaves the optimum in place. The elastic 0.32 pA is thus no leakage prediction. Other inputs matter too: a level 0.2 eV from the Fermi level reduces the thermal factor $f_L-f_R$ to 0.0017 of its resonant value in linear response (with the changed barrier included, the current falls to about 0.004 for a level above and 0.0007 for one below), a barrier mass of $0.15\,m_0$ raises the tunnelling exponential (without the prefactor $\nu$) 14-fold, and the image force, with optical permittivity 4.5, raises it 2.4-fold. Each factor was found separately. The single parabolic band is a further simplification, since the electron tunnels 2 eV below the conduction band. In a gap $E_g$ of about 5.8 eV, the two-band form $\kappa^2=2m_b\varphi(1-\varphi/E_g)/\hbar^2$ would raise the tunnelling exponential about 40-fold.

Finally, the centre wins among single traps. Two equally spaced traps split the exponent into three parts of $2\kappa d/3$, so a chain can be faster than any single trap. Suppose that every step, including the one between traps, is an incoherent hop with the same prefactor. Summed over positions, pairs then carry as much as singles at about $4\times10^{17}\ \mathrm{cm^{-3}}$ of participating traps, and above that density the mid-barrier trap no longer dominates the film's current. This is a rough guide only. An incoherent hop between traps needs phonons, and a prefactor of $10^{13}\ \mathrm{s^{-1}}$ for that step alone moves the density to about $6\times10^{18}\ \mathrm{cm^{-3}}$. In the other direction, two levels that match exactly exchange electrons coherently, which can make the chain much faster than this hop law says, but such close matches are rare in a disordered film. The numerical output lists the remaining estimates.

\section*{Computed results}
\begin{verbatim}
thickness 6.0 nm, barrier 2.0 eV, barrier mass 0.2 m0
electrode band depth 5.0 eV, electrode mass 1.0 m0
temperature 300 K, kT 25.85 meV, bias 10 mV
field at this bias 0.0167 MV/cm
kappa 3.2402 1/nm, kappa*d 19.441
electrode wave number 11.456 1/nm
v_k 1.326e+06 m/s, v_kappa 1.876e+06 m/s
attempt rate nu 1.146e+16 1/s
x (nm), gL (1/s), gR (1/s), R formula (1/s), R scattering (1/s)
1.8 9.846e+10 1.733e+04 1.7328e+04 1.7316e+04
2.4 2.017e+09 8.460e+05 8.4566e+05 8.4512e+05
3.0 4.131e+07 4.131e+07 2.0653e+07 2.0640e+07
3.6 8.460e+05 2.017e+09 8.4566e+05 8.4512e+05
4.2 1.733e+04 9.846e+10 1.7328e+04 1.7316e+04
best position, rate matrix 3.0000 nm
full width at half maximum 0.4064 nm
scattering R at half-width point / centre 0.5000
gain if one of two equal rates is doubled 1.3333
integrated weight of uniform traps 0.2424 nm
share from central 1 nm 0.9502
log loss per nm: trap 3.2402, direct 6.4804
window factor fL-fR at centre 0.09640
window factor, edge / centre 0.9908
net trap rate 1.991e+06 1/s
trap current 0.3190 pA
direct transmission 4.620e-17
direct rate, one channel 1.117e-04 1/s
trap / direct, one channel 1.782e+10
LIMITS OF THE MODEL (factors multiply the mid-trap current)
lattice relaxation 1.0 eV: factor 1.783e-05
  best position with relaxation 3.0035 nm
three-dimensional trap: factor 0.0504
  best position in three dimensions 3.0000 nm
image force, eps 4.5: factor 2.420
level 0.2 eV off the Fermi level: factor 1.745e-03
tunnelling energy raised by kT: factor 1.1343
barrier mass 0.15 m0: factor 13.526
charging energy scale 1.037 eV
spin: shift, linear response 0.00000 nm
spin: shift, one-way transport 0.0535 nm
shift at 10 mV -0.00188 nm
shift at 1.5 V (2.50 MV/cm) -0.4514 nm
polarization 15 uC/cm2, static eps 30
  screening length/eps 0.01 nm, drop 0.3080 V
  field 0.5134 MV/cm, shift -0.0578 nm
density where trap pairs equal singles 3.91e+17 1/cm3
\end{verbatim}
